# Field enhancement and electron injection in a cylindrical tunnel oxide: test program

```python
"""Tunnelling injection through a charge-free cylindrical oxide.

Result under test, for radii a < b, voltage V and L = ln(b/a):
  surface fields  E(a) = V/(a L),  E(b) = V/(b L)
  exponents (transmission ~ exp(-S)), valid for V >= phi:
    S_in  = 4 k0 phi / (3 E(a)) * G(+lam)
    S_out = 4 k0 phi / (3 E(b)) * G(-lam)
  lam = phi L / V,  G(z) = 1F1(1; 5/2; z),  k0 = sqrt(2 m phi)/hbar
phi is the barrier above the emission level, m the oxide mass.
Inner and outer injection have opposite polarity and equal |V|.
Internal units: nm, eV, V; 1 V/nm = 10 MV/cm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import solve_banded
from scipy.special import hyp1f1, jn_zeros

a, b = 4.0, 8.0
d = b - a
L = np.log(b / a)
phi, mass, V = 3.0, 0.4, 3.2
temperature = 358.0
emitter_mass = 0.2
eps_optical, eps_static = 2.2, 3.9
sheet_density = 0.01            # electrons per nm^2
rough_limit = 1.0               # V/nm
wave = 2 * const.m_e * const.e / const.hbar**2 * 1e-18   # 1/(eV nm^2)
kT = const.k * temperature / const.e


def solve_potential(voltage, density=0.0, n=800):
    """Finite-volume Poisson solution, zero at a and voltage at b.
    An optional sheet of trapped electrons sits at the middle radius."""
    r = np.linspace(a, b, n + 1)
    h = r[1] - r[0]
    face = (r[1:] + r[:-1]) / 2
    bands = np.zeros((3, n - 1))
    bands[0, 1:] = face[1:-1]
    bands[1] = -(face[:-1] + face[1:])
    bands[2, :-1] = face[1:-1]
    rhs = np.zeros(n - 1)
    jump = density * const.e / (const.epsilon_0 * eps_static) * 1e9
    rhs[n // 2 - 1] += jump * r[n // 2] * h
    rhs[-1] -= face[-1] * voltage
    inside = solve_banded((1, 1), bands, rhs)
    return r, np.concatenate(([0.0], inside, [voltage]))


def surface_fields(r, pot):
    h = r[1] - r[0]
    inner = (-3 * pot[0] + 4 * pot[1] - pot[2]) / (2 * h)
    outer = (3 * pot[-1] - 4 * pot[-2] + pot[-3]) / (2 * h)
    return inner, outer


n_path = 40000
x = (np.arange(n_path) + 0.5) * d / n_path   # distance from emitter


def action(barrier, m=mass):
    """Semiclassical exponent by direct summation over the path."""
    kappa = np.sqrt(wave * m * np.clip(barrier, 0, None))
    return 2 * np.sum(kappa) * d / n_path


def numeric_barrier(side, voltage, density=0.0):
    r, pot = solve_potential(voltage, density)
    spline = CubicSpline(r, pot)
    if side == "in":
        return phi - spline(a + x)
    return phi - (voltage - spline(b - x))


def local_exponent(side, voltage, height=phi):
    radius = a if side == "in" else b
    field = voltage / (radius * L)
    return 4 * np.sqrt(wave * mass * height) * height / (3 * field)


def exponent(side, voltage, height=phi):
    lam = height * L / voltage
    sign = 1 if side == "in" else -1
    return local_exponent(side, voltage, height) * hyp1f1(1, 2.5, sign * lam)


def planar_exponent(voltage):
    return 4 * np.sqrt(wave * mass * phi) * phi * d / (3 * voltage)


def log_transmission(side, scale=1.0):
    """Wave-equation transmission at zero angular momentum.
    The mass is multiplied by scale**2; the leads are plane-wave leads
    whose band floor lies 0.2 eV below the emission level."""
    c = wave * mass * scale**2
    k_emit, k_coll = np.sqrt(c * 0.2), np.sqrt(c * (0.2 + V))

    def slope(pos, y):
        r = a + pos if side == "in" else b - pos
        drop = V * (np.log(r / a) if side == "in" else np.log(b / r)) / L
        return [y[1], (c * (phi - drop) - 0.25 / r**2) * y[0]]

    start = np.array([1.0 + 0j, 1j * k_coll])
    sol = solve_ivp(slope, (d, 0.0), start, method="DOP853",
                    rtol=1e-9, atol=1e-12)
    assert sol.success
    value, deriv = sol.y[:, -1]
    incident = (value + deriv / (1j * k_emit)) / 2
    return np.log(k_coll / k_emit) - 2 * np.log(abs(incident))


# Surface fields: Poisson solution against the logarithmic law.
F_mean = V / d
E_in, E_out = V / (a * L), V / (b * L)
fd_in, fd_out = surface_fields(*solve_potential(V))
assert abs(fd_in / E_in - 1) < 1e-4
assert abs(fd_out / E_out - 1) < 1e-4
assert abs(fd_in / F_mean - 1.44) < 0.005

# Exponents: summation over the numerical barrier against closed forms.
ratios = []
for volt in (3.05, 3.2, 5.0, 12.0):
    sums = {s: action(numeric_barrier(s, volt)) for s in ("in", "out")}
    for s in sums:
        assert abs(sums[s] / exponent(s, volt) - 1) < 2e-4
    flat = action(phi - volt * x / d)
    assert abs(flat / planar_exponent(volt) - 1) < 2e-4
    ratios.append(sums["out"] / sums["in"])
ratio_low = exponent("out", phi) / exponent("in", phi)
assert np.all(np.diff(ratios) > 0)
assert ratio_low < ratios[0] and ratios[-1] < b / a
far = [action(numeric_barrier(s, 40.0)) for s in ("in", "out")]
lam_far = phi * L / 40.0
for s, sign, val in (("in", 1, far[0]), ("out", -1, far[1])):
    # the next term of the series is about 3e-4 here
    assert abs(val / local_exponent(s, 40.0) - 1 - sign * 0.4 * lam_far) < 6e-4

# Ordering inner < planar < outer, also in direct tunnelling.
for volt in (0.5, 2.0, 3.2, 10.0):
    flat = action(phi - volt * x / d)
    assert action(numeric_barrier("in", volt)) < flat
    assert flat < action(numeric_barrier("out", volt))

# Wave equation: the exponent is the slope of -ln T with sqrt(mass).
S_in, S_out, S_pl = exponent("in", V), exponent("out", V), planar_exponent(V)
wave_slope = {}
for s, S in (("in", S_in), ("out", S_out)):
    wave_slope[s] = (log_transmission(s, 4) - log_transmission(s, 6)) / 2
    # slowly varying prefactors leave a difference of order one percent
    assert abs(wave_slope[s] / S - 1) < 0.03
lnT_in, lnT_out = log_transmission("in"), log_transmission("out")
# prefactors of order one are outside the exponent
assert abs((lnT_in - lnT_out) - (S_out - S_in)) < 1.5

# Sizes of neglected effects.
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # eV nm
image = coulomb / (4 * eps_optical) * (1 / x + 1 / (d - x))
change_image, change_tangent, thermal = {}, {}, {}
for s, S in (("in", S_in), ("out", S_out)):
    base = numeric_barrier(s, V)
    change_image[s] = action(base - image) - action(base)
    r0, r = (a, a + x) if s == "in" else (b, b - x)
    extra = kT * emitter_mass / mass * (r0 / r)**2
    change_tangent[s] = action(base + extra) - action(base)
    step = 0.01
    steep = (exponent(s, V, phi + step) - exponent(s, V, phi - step)) / (2 * step)
    p = kT * steep
    assert 0 < p < 0.9
    supply = quad(lambda t: np.logaddexp(0, -t) * np.exp(p * t),
                  -100, 100, points=[0], limit=300)[0]
    thermal[s] = p**2 * supply
    assert abs(thermal[s] / (np.pi * p / np.sin(np.pi * p)) - 1) < 1e-4
confinement = jn_zeros(0, 1)[0]**2 / (wave * emitter_mass * a**2)
change_conf = exponent("in", V, phi - confinement) - S_in
change_mass = [action(numeric_barrier(s, V), 0.5) - action(numeric_barrier(s, V))
               for s in ("in", "out")]
charged_field = surface_fields(*solve_potential(V, sheet_density))[0]
change_sheet = action(numeric_barrier("in", V, sheet_density)) - S_in
V_limit = rough_limit * a * L

lam = phi * L / V
print(f"radii a, b: {a:.1f}, {b:.1f} nm; thickness {d:.1f} nm")
print(f"barrier {phi:.1f} eV; oxide mass {mass:.1f} m_e; voltage {V:.1f} V")
print(f"ln(b/a): {L:.4f}")
print(f"planar field: {10*F_mean:.2f} MV/cm")
print(f"inner field: {10*E_in:.2f} MV/cm; over planar {E_in/F_mean:.4f}")
print(f"outer field: {10*E_out:.2f} MV/cm; over planar {E_out/F_mean:.4f}")
print(f"inner field from Poisson solver: {10*fd_in:.2f} MV/cm")
print(f"k0: {np.sqrt(wave*mass*phi):.3f} 1/nm; lambda: {lam:.4f}")
print(f"turning radius, inner injection: {a*np.exp(lam):.2f} nm")
print(f"turning radius, outer injection: {b*np.exp(-lam):.2f} nm")
print(f"planar path length: {phi/F_mean:.2f} nm")
print(f"G(+lambda), G(-lambda): {hyp1f1(1,2.5,lam):.4f}, {hyp1f1(1,2.5,-lam):.4f}")
print(f"exponent planar: {S_pl:.2f}")
print(f"exponent inner: {S_in:.2f}; over planar {S_in/S_pl:.3f}")
print(f"exponent outer: {S_out:.2f}; over planar {S_out/S_pl:.3f}")
print(f"outer/inner exponent ratio: {S_out/S_in:.3f}")
print(f"outer minus inner: {S_out-S_in:.2f}; exponential factor {np.exp(S_out-S_in):.3g}")
loc_in, loc_out = local_exponent("in", V), local_exponent("out", V)
print(f"local-field exponents inner, outer: {loc_in:.2f}, {loc_out:.2f}")
print(f"local-field difference: {loc_out-loc_in:.2f}; factor {np.exp(loc_out-loc_in):.3g}")
print(f"exponent ratio at V = phi: {ratio_low:.3f}; high-voltage limit {b/a:.1f}")
print(f"exponent ratio at 5 V, 12 V: {ratios[2]:.3f}, {ratios[3]:.3f}")
print(f"wave-equation slopes inner, outer: {wave_slope['in']:.2f}, {wave_slope['out']:.2f}")
print(f"wave-equation -ln T inner, outer: {-lnT_in:.2f}, {-lnT_out:.2f}")
print("Neglected effects (changes of exponent unless stated):")
print(f"image force, permittivity {eps_optical}: inner {change_image['in']:.2f}, outer {change_image['out']:.2f}")
print(f"core confinement, mass {emitter_mass} m_e: {confinement:.3f} eV; inner {change_conf:.2f}")
print(f"thermal current factor at {temperature:.0f} K: inner {thermal['in']:.2f}, outer {thermal['out']:.2f}")
print(f"tangential energy kT = {kT:.4f} eV: inner {change_tangent['in']:.2f}, outer {change_tangent['out']:.2f}")
print(f"oxide mass 0.5 instead of {mass} m_e: inner {change_mass[0]:.2f}, outer {change_mass[1]:.2f}")
print(f"trapped sheet {sheet_density*1e14:.1e} 1/cm2 at {(a+b)/2:.1f} nm, permittivity {eps_static}:")
print(f"  inner field {10*charged_field:.2f} MV/cm; inner exponent {change_sheet:+.2f}")
print(f"rough breakdown field: {10*rough_limit:.0f} MV/cm; inner field over it {E_in/rough_limit:.2f}")
print(f"voltage putting inner field at that limit: {V_limit:.2f} V")
print("all good")
```

It prints:

```
radii a, b: 4.0, 8.0 nm; thickness 4.0 nm
barrier 3.0 eV; oxide mass 0.4 m_e; voltage 3.2 V
ln(b/a): 0.6931
planar field: 8.00 MV/cm
inner field: 11.54 MV/cm; over planar 1.4427
outer field: 5.77 MV/cm; over planar 0.7213
inner field from Poisson solver: 11.54 MV/cm
k0: 5.612 1/nm; lambda: 0.6498
turning radius, inner injection: 7.66 nm
turning radius, outer injection: 4.18 nm
planar path length: 3.75 nm
G(+lambda), G(-lambda): 1.3161, 0.7821
exponent planar: 28.06
exponent inner: 25.60; over planar 0.912
exponent outer: 30.42; over planar 1.084
outer/inner exponent ratio: 1.189
outer minus inner: 4.83; exponential factor 125
local-field exponents inner, outer: 19.45, 38.90
local-field difference: 19.45; factor 2.8e+08
exponent ratio at V = phi: 1.148; high-voltage limit 2.0
exponent ratio at 5 V, 12 V: 1.434, 1.741
wave-equation slopes inner, outer: 24.95, 30.44
wave-equation -ln T inner, outer: 26.55, 31.01
Neglected effects (changes of exponent unless stated):
image force, permittivity 2.2: inner -4.41, outer -4.33
core confinement, mass 0.2 m_e: 0.069 eV; inner -1.04
thermal current factor at 358 K: inner 1.49, outer 1.31
tangential energy kT = 0.0309 eV: inner 0.10, outer 0.48
oxide mass 0.5 instead of 0.4 m_e: inner 3.02, outer 3.59
trapped sheet 1.0e+12 1/cm2 at 6.0 nm, permittivity 3.9:
  inner field 11.25 MV/cm; inner exponent +0.33
rough breakdown field: 10 MV/cm; inner field over it 1.15
voltage putting inner field at that limit: 2.77 V
all good
```
